# Resonance splitting and mode softening in an easy-axis antiferromagnet

An antiferromagnet has two equal sublattices with unit moment directions $\mathbf m_1,\mathbf m_2$ and moment $\mu$ per site. A field $B\ge 0$ points along the easy axis $z$. The energy per pair of sites, divided by $\mu$ and hence in tesla, is

$$E=B_E\,\mathbf m_1\!\cdot\mathbf m_2+B_X m_{1z}m_{2z}-\tfrac{B_A}{2}(m_{1z}^2+m_{2z}^2)-B(m_{1z}+m_{2z}).$$

Here $B_E>0$ is the exchange field, $B_A\ge0$ the single-ion anisotropy field and $B_X\ge0$ the anisotropy of the exchange itself. Let $K=B_A+B_X>0$ and $a=B_E+K$. The model is classical, uniform within each sublattice, at low temperature and without dipolar fields. Part (f) estimates what this omits.

## (a) Find the two resonances of the collinear state. How does the field split them?

**Solution.** With $\gamma>0$ and no damping,

$$\dot{\mathbf m}_j=-\gamma\,\mathbf m_j\times\mathbf B_j,\qquad \mathbf B_j=-\partial E/\partial\mathbf m_j .$$

For sublattice 1, $\mathbf B_1=-B_E\mathbf m_2+(-B_Xm_{2z}+B_Am_{1z}+B)\hat z$, and $\mathbf B_2$ follows by exchanging the labels. In the collinear state $\mathbf m_1=+\hat z$, $\mathbf m_2=-\hat z$, so

$$B_{1z}=a+B,\qquad B_{2z}=-a+B .$$

Write $m^+=m_x+im_y$. The transverse part of any cross product is

$$(\mathbf m\times\mathbf B)^+=-iB_zm^++im_zB^+ .$$

For small deflections $m_z$ changes only at second order, and $B_1^+=-B_Em_2^+$, $B_2^+=-B_Em_1^+$. Therefore

$$\dot m_1^+=i\gamma[(a+B)m_1^++B_Em_2^+],$$
$$\dot m_2^+=i\gamma[-B_Em_1^++(-a+B)m_2^+].$$

Insert $m^+\propto e^{i\Omega t}$ and set $\lambda=\Omega/\gamma-B$. The determinant condition is

$$(a-\lambda)(-a-\lambda)+B_E^2=0\quad\Rightarrow\quad\lambda^2=a^2-B_E^2=(a-B_E)(a+B_E).$$

With $a-B_E=K$ and $a+B_E=2B_E+K$, define

$$B_c=\sqrt{K(2B_E+K)},\qquad \Omega_\pm=\gamma(B\pm B_c).$$

For $B<B_c$ the positive frequencies are $\omega_\pm=\gamma(B_c\pm B)$ and the splitting is

$$\omega_+-\omega_-=2\gamma B .$$

The sign of $\Omega$ gives the handedness: the upper mode turns counterclockwise about $+z$, the lower one clockwise. The linearity is exact within the linearized model, because $B$ enters the matrix as $B$ times the identity. A frame rotating about $z$ at $\gamma B$ removes it. This relies on axial symmetry; an in-plane anisotropy or a tilted field breaks it.

The lower frequency reaches zero at $B_c$. Whether the collinear state is still the ground state there is a question about energies.

## (b) Reduce the energy to a function of the Néel direction.

**Solution.** Set $\mathbf m=(\mathbf m_1+\mathbf m_2)/2$ and $c\,\mathbf n=(\mathbf m_1-\mathbf m_2)/2$ with $|\mathbf n|=1$. Equal lengths of $\mathbf m_1$ and $\mathbf m_2$ make $\mathbf m\perp\mathbf n$, and $c^2=1-s^2$ with $s=|\mathbf m|$. Then

$$\mathbf m_1\!\cdot\mathbf m_2=2s^2-1,\quad m_{1z}m_{2z}=m_z^2-c^2n_z^2,\quad m_{1z}^2+m_{2z}^2=2(m_z^2+c^2n_z^2),$$

and the energy becomes

$$E=-B_E-Kn_z^2+s^2(2B_E+Kn_z^2)+(B_X-B_A)m_z^2-2Bm_z .$$

At fixed $\mathbf n$ and $m_z$ the coefficient of $s^2$ is positive, so the shortest $\mathbf m$ is best. It lies along the projection of $\hat z$ perpendicular to $\mathbf n$. If $\mathbf n$ makes an angle $\phi$ with the axis, then $m_z=s\sin\phi$. With $u=\sin^2\phi$,

$$E=-B_E-K(1-u)+D\,s^2-2Bs\sqrt u,\qquad D(u)=2B_E+K-2B_Au .$$

The last form uses $K(1-u)+(B_X-B_A)u=K-2B_Au$. From now on take $B_A<B_E$, which makes $D>0$. The minimum over $s$ is at $s=B\sqrt u/D$, where

$$f(u)=-B_E-K(1-u)-\frac{B^2u}{D(u)} .$$

This holds while $s\le1$. Since $s$ is largest at $u=1$, it holds for all $u$ when $B\le D_1$, with

$$D_0=D(0)=2B_E+K,\qquad D_1=D(1)=2B_E+B_X-B_A .$$

## (c) Find the thermodynamic transition and the stability limits, and compare them with $B_c$.

**Solution.** Because $D'=-2B_A$ and $D-uD'=D_0$,

$$f'(u)=K-\frac{B^2D_0}{D^2},\qquad f''(u)=-\frac{4B_AB^2D_0}{D^3}\le0 .$$

A concave function has its minimum at an end of its interval. The candidates are the collinear state $u=0$ and the flopped state $u=1$, in which the Néel vector is perpendicular to the field and both sublattices cant towards it. Their difference is $f(1)-f(0)=K-B^2/D_1$, so the energies cross at

$$B_{sf}=\sqrt{K(2B_E+B_X-B_A)} .$$

The condition $B_{sf}<D_1$ means $K<D_1$, which is $B_A<B_E$, as assumed.

The collinear state is a local minimum while $f'(0)=K-B^2/D_0>0$, that is, for $B^2<KD_0=B_c^2$. The static limit coincides with the field at which the resonance softens. Subtracting the squares,

$$B_c^2-B_{sf}^2=K(D_0-D_1)=2B_AK .$$

**Softening therefore lies above the thermodynamic spin-flop field if $B_A>0$.** Between the two fields the collinear state is metastable.

The flopped state is a local minimum while $f'(1)<0$. On decreasing field it is lost at

$$B_{back}=D_1\sqrt{K/D_0}=B_{sf}^2/B_c .$$

So $B_{back}<B_{sf}<B_c$ for $B_A>0$, and $B_{sf}$ is the geometric mean of the two limits.

*Pure exchange anisotropy.* If $B_A=0$, all three fields coincide. Then $f$ is linear in $u$, and at the transition it is constant: every Néel angle has the same energy and there is no hysteresis. A soft mode above the transition is thus a consequence of the single-ion term here, not of easy-axis symmetry alone.

*Strong single-ion anisotropy.* If $B_X=0$ and $B_A>B_E$, the flopped state is bypassed. The collinear energy $-B_E-B_A$ meets the saturated energy $B_E-B_A-2B$ at $B=B_E$, and the moments jump to saturation.

As a numerical test, take $B_E=1$ T, $B_A=0.3$ T, $B_X=0$. The formulas give $B_{back}=0.614$ T, $B_{sf}=0.714$ T and $B_c=0.831$ T. Minimizing the original energy over canted states reproduces the crossing to a relative $10^{-6}$, and its second derivatives reproduce both stability limits to a relative $10^{-4}$.

## (d) The undamped frequencies stay real above $B_c$. What, then, becomes unstable?

**Solution.** Expand the energy to second order, using $m_{1z}\simeq1-|m_1^+|^2/2$ and $m_{2z}\simeq-1+|m_2^+|^2/2$. With $v=(m_1^+,m_2^+)^T$,

$$E_2=\tfrac12v^\dagger Hv,\qquad H=\begin{pmatrix}a+B&B_E\\B_E&a-B\end{pmatrix}.$$

Multiplying the second equation of motion by $-1$ turns the problem of part (a) into $Hv=(\Omega/\gamma)\sigma v$ with $\sigma=\mathrm{diag}(1,-1)$. A mode therefore has energy

$$E_2=\frac{\Omega}{2\gamma}\,(|v_1|^2-|v_2|^2).$$

For $\Omega_\pm$ the first row gives $v_2/v_1=-(a\mp B_c)/B_E$. Since $B_E^2=(a-B_c)(a+B_c)$,

$$\frac{|v_2|^2}{|v_1|^2}=\frac{a\mp B_c}{a\pm B_c},\qquad \frac{|v_1|^2+|v_2|^2}{|v_1|^2-|v_2|^2}=\pm\frac a{B_c}.$$

In the lower mode $|v_2|>|v_1|$, so its energy is proportional to $B_c-B$. It is negative above $B_c$: exciting the mode lowers the energy.

Now add Gilbert damping, $\alpha\,\mathbf m_j\times\dot{\mathbf m}_j$, to the right side of each equation of motion. To first order in the deflection its transverse part is $\pm i\alpha\dot m_j^+$, with the upper sign for sublattice 1. The mode equation becomes

$$Hv=\frac{\Omega}{\gamma}(\sigma-i\alpha)v .$$

Write $v=v_0+\delta v$ and $\Omega=\Omega_0+\delta\Omega$, and multiply from the left by $v_0^\dagger$. The terms in $\delta v$ cancel because $H$ is symmetric and $v_0$ solves the undamped problem. To first order in $\alpha$ this leaves

$$\delta\Omega=i\alpha\Omega_0\frac{|v_1|^2+|v_2|^2}{|v_1|^2-|v_2|^2}.$$

The amplitude varies as $e^{-\Gamma t}$ with $\Gamma=\mathrm{Im}\,\delta\Omega$:

$$\Gamma_\pm=\alpha\gamma(B_c\pm B)\frac{a}{B_c}.$$

The lower mode decays below $B_c$ and grows above it. Dissipation, which stabilizes the collinear state below $B_c$, drives it away above.

## (e) For $B_X=0$, find the barrier at $B_{sf}$ and the field misalignment that removes the hysteresis.

**Solution.** For coherent rotation every path from $u=0$ to $u=1$ must cross the maximum of $f$. At $B^2=B_AD_1$, setting $f'=0$ gives $D=\sqrt{D_0D_1}$. With $u=(D_0-D)/(2B_A)$,

$$f(u)-f(0)=B_Au\left(1-\frac{D_1}{D}\right)=\frac{\sqrt{D_0}(\sqrt{D_0}-\sqrt{D_1})}{2}\cdot\frac{\sqrt{D_0}-\sqrt{D_1}}{\sqrt{D_0}} .$$

The barrier per pair, divided by $\mu$, is therefore

$$\Delta=\tfrac12\left(\sqrt{2B_E+B_A}-\sqrt{2B_E-B_A}\right)^2\simeq\frac{B_A^2}{4B_E}\quad(B_A\ll B_E).$$

It is second order in the anisotropy, because at $B_{sf}$ the leading anisotropy and Zeeman energies cancel.

Next tilt the field by a small angle $\psi$. To leading order, the part of the energy that depends on $\psi$ is proportional to $\psi n_xn_z$. At given $n_z$ it is lowest when $\mathbf n$ lies in the plane of field and axis. There the field component perpendicular to $\mathbf n$ is $B\sin(\psi-\phi)$, so $B^2u$ in $f$ becomes $B^2\sin^2(\phi-\psi)$.

Let $r=B_A/(2B_E)\ll1$, $b=B^2/(2B_E)$ and $x=2\phi$. Near the transition $b\simeq B_A$. Using $D=2B_E(1+r\cos x)$ and keeping first order in $r$ and $\psi$,

$$f\simeq\text{const}+h\cos x+b\psi\sin x-\tfrac{br}{2}\cos^2x,\qquad h=\tfrac12(b-B_A+br).$$

The applied field tunes $h$ through zero. A minimum appears or disappears where the first and second derivatives both vanish:

$$-h\sin x+b\psi\cos x+br\sin x\cos x=0,$$
$$-h\cos x-b\psi\sin x+br(\cos^2x-\sin^2x)=0 .$$

Multiply the first by $\cos x$ and the second by $\sin x$, then subtract. The terms in $h$ cancel and $\psi=-r\sin^3x$. No such point exists for $|\psi|>r$. The number of minima then cannot change with field, and it is one, as at large $|h|$. For $|\psi|<r$ and $h=0$ the energy is $b\psi\sin x+\tfrac{br}2\sin^2x$ plus a constant, with two minima at $\sin x=-\psi/r$. Hysteresis therefore ends at

$$\psi_c\simeq\frac{B_A}{2B_E}.$$

## (f) Evaluate the results for a sub-terahertz device material, and size the neglected effects.

Take $B_E=50$ T, $B_A=0.8$ T, $B_X=0$, $g=2$, $S=5/2$, $\alpha=10^{-4}$, $T=4$ K and a volume of $0.08$ nm³ per pair.

**Solution.** The critical fields are

$$B_c=\sqrt{0.8\times100.8}=8.98\ \text{T},\qquad B_{sf}=\sqrt{0.8\times99.2}=8.91\ \text{T},$$

and $B_{back}=8.84$ T. Softening lies 72 mT above the thermodynamic transition, and the ideal hysteresis width is 143 mT.

With $\gamma/2\pi=27.99$ GHz/T, the zero-field resonance is 251 GHz. At 4 T the modes lie at 139 and 363 GHz, split by $2\times27.99\times4=224$ GHz. At $B_{sf}$ the lower mode is still at 2.0 GHz. In an equilibrium field sweep the ground state changes before this mode reaches zero.

The full linewidth, $2\Gamma/2\pi$, is 0.28 GHz at zero field. For the lower mode at $B_{sf}$ it is 2.3 MHz, since $\Gamma_-$ falls in proportion to the frequency. Field inhomogeneity is not included.

*Demagnetizing field.* At $B_{sf}$ the flopped state has $s=B_{sf}/D_1=0.090$ and magnetization $2\mu s/V$, where $V$ is the pair volume. In a plate normal to the field this gives a demagnetizing field of 131 mT, larger than the 72 mT between $B_{sf}$ and $B_c$. If wall energies are ignored, collinear and flopped regions can coexist while the applied field rises by about this amount above $B_{sf}$.

*Misalignment.* The limit is $\psi_c=0.8/100=0.008$ rad, or 0.46°. As a test with these parameters, the minima of the tilted energy were counted for fields within 2 % of $B_{sf}$. Two coexist at $0.9\,\psi_c$, and no more than one remains at $1.1\,\psi_c$.

*Thermal escape.* The barrier at $B_{sf}$ is 3.2 mT times $\mu=5\mu_B$, or 0.93 µeV per pair. A barrier of $40k_BT$ at 4 K needs about 15,000 pairs, a cube of edge 11 nm. This assumes coherent rotation and uses the zero-temperature energy. In linear spin-wave theory on the lattice described below, the thermal magnon free energy per pair at 4 K and $B_{sf}$ is about $-0.42$ µeV in the collinear state and $-0.13$ µeV in the flopped state. The difference is about a third of the barrier and raises the crossing by about 6 mT, so the grain size is only an order-of-magnitude estimate. Larger grains may switch by nucleation, and the barrier falls to zero at either stability limit.

*Spin waves.* Let each site have eight neighbours on the other sublattice, in a body-centred arrangement. At wave vector $\mathbf k$ the off-diagonal exchange is multiplied by $\gamma_{\mathbf k}$, the average phase factor over these neighbours. The two energies are $g\mu_B(e_{\mathbf k}\pm B)$ with $e_{\mathbf k}^2=a^2-B_E^2\gamma_{\mathbf k}^2$. Quantization fixes the mode weights by $v_1^2-v_2^2=\pm1$, so that $v_1^2+v_2^2=a/e_{\mathbf k}$. The mean spin loss per site is

$$\delta S=\tfrac12\left\langle\frac a{e_{\mathbf k}}(1+n_++n_-)-1\right\rangle_{\mathbf k},$$

where $n_\pm$ are the Bose occupations. The zero-point part is 2.1 % of $S$. The thermal part at 4 K rises from 0.007 % at zero field to about 0.15 % at $B_{sf}$, as the lower branch softens. The zero-point loss exceeds the relative gap between $B_c$ and $B_{sf}$, which is 0.8 %. The absolute fields should therefore not be trusted to that precision, although their order in the classical model is definite.

*Setting beside real devices.* The parameters are rough values for insulating easy-axis antiferromagnets considered for sub-terahertz spin pumping at helium temperature; the damping in particular varies between samples. Setting $B_X=0$ is a simplification. Dipolar coupling between the moments contributes to both $B_A$ and $B_X$: in a rutile-type cell of this volume with $c/a=0.68$, point dipoles of $5\mu_B$ alone give about 0.54 T and 0.28 T in a spherical sample. Their sum, 0.82 T, does not depend on the sample shape, but its division does. With uniform sublattices in a spheroid whose axis lies along the field, it is 0.84 T and $-0.02$ T for a 5:1 needle and 0.08 T and 0.74 T for a 1:5 plate. At fixed $K$ the gap $B_c-B_{sf}$, the hysteresis width, the tilt limit and the barrier are all nearly proportional to $B_A$. Dividing $K=0.8$ T in the ratio found for the sphere would lower the gap from 72 to about 47 mT and the tilt limit from 0.46° to about 0.30°. The figures for $B_X=0$ are therefore upper estimates for a given $K$ as long as $B_X\ge0$, as in a sphere or plate; a long needle along the field can slightly exceed them. The mean-field ordering temperature, $(S+1)\mu B_E/(3Sk_B)=78$ K, excludes room-temperature use. With the same spin, ordering at 300 K would need nearly four times the exchange field. The alignment requirement is strict: a tilt beyond 0.46° reduces the predicted hysteresis width from 143 mT to zero. A memory relying on this bistability would need alignment well inside that angle, a shape with a small demagnetizing factor along the field, and grains large enough to resist thermal escape. The linear splitting, 56 GHz/T, does not depend on the narrow window and is the more robust result at fields well below $B_{sf}$. The numerical output below lists the values for $B_X=0$.

## Values computed for the example and the checks

```
exchange field B_E = 50.0 T
single-ion anisotropy field B_A = 0.80 T
g factor = 2.0, spin S = 2.5, damping = 1.0e-04
temperature = 4.0 K, pair volume = 0.080 nm^3
gamma/(2 pi) = 27.992 GHz/T
softening field B_c = 8.9800 T
thermodynamic spin-flop field B_sf = 8.9084 T
flopped-state stability limit B_back = 8.8374 T
B_c - B_sf = 71.55 mT
B_c - B_back = 142.54 mT
zero-field resonance = 251.37 GHz
bias field = 4.0 T
lower mode at bias = 139.40 GHz
upper mode at bias = 363.34 GHz
splitting at bias = 223.94 GHz
splitting per tesla = 55.985 GHz/T
lower mode at B_sf = 2.003 GHz
full linewidth at zero field = 0.2844 GHz
full linewidth, lower mode at B_sf = 0.00227 GHz
cosine of canting angle at B_sf = 0.0898
largest demagnetizing field at B_sf = 130.8 mT
tilt that ends bistability = 0.458 deg
barrier at B_sf = 3.2001 mT times site moment
barrier per pair = 0.9262 ueV
pairs for a 40 kT barrier = 14887
edge of cubic grain for 40 kT = 10.6 nm
zero-point spin loss = 2.13 % of S
thermal spin loss at B = 0: 0.0074 % of S
thermal spin loss at B_sf: 0.148 % of S
mean-field ordering temperature = 78.4 K
strong-anisotropy check: B_E = 1 T, B_A = 0.3 T
  its B_back = 0.6140 T
  its B_sf = 0.7141 T
  its B_c = 0.8307 T
```
